# Why Strain Changes the Adatom Hop Barrier on Ag(111)

Consider an adatom that can be in two states: resting in a surface hollow (m, the minimum) or passing over the saddle to the next hollow (s). Suppose that the surface is stretched equally in both in-plane directions by a small strain \(\varepsilon\), and that each energy changes in proportion:

\[
E_m(\varepsilon)=E_m(0)+\Sigma_m\varepsilon,\qquad
E_s(\varepsilon)=E_s(0)+\Sigma_s\varepsilon .
\]

The hop barrier is the difference of the two lines,

\[
E_b(\varepsilon)=E_b(0)+(\Sigma_s-\Sigma_m)\,\varepsilon .
\]

If both states respond equally to stretching, the barrier does not move, however strong that response is. If the saddle energy has the larger slope, tension (\(\varepsilon>0\)) raises the barrier and compression lowers it. With the opposite order, the effect is reversed. A difference in slope is therefore not enough to explain the direction of the effect; its sign is needed.

The slopes are proportional to a stress multiplied by an area; the factor is derived below. A positive \(\Sigma\) is called tensile: stretching costs energy. A negative one is compressive: stretching releases energy. For Ag(111), the calculation below finds that both states are compressive on average, and that the saddle is less so. That is the sense in which the saddle is "more tensile".

## Letting the atoms relax

Real atoms rearrange when the lattice is strained. Let \(q\) be one internal displacement, measured from its unstrained stationary position after the uniform stretching has been taken out. To second order, the energy of state \(\alpha=m,s\) is

\[
E_\alpha(q,\varepsilon)=E_\alpha(0)+\Sigma_\alpha\varepsilon
+\tfrac12 C_\alpha\varepsilon^2+g_\alpha q\varepsilon+\tfrac12 k_\alpha q^2 .
\]

Here \(C_\alpha\) is the stiffness against strain at fixed \(q\), \(g_\alpha\) couples strain to the displacement, and \(k_\alpha\) is the curvature along \(q\). At the minimum \(k_m>0\). If \(q\) is the hop coordinate, \(k_s<0\) at the saddle. In both cases the state is stationary in \(q\):

\[
\frac{\partial E_\alpha}{\partial q}=g_\alpha\varepsilon+k_\alpha q=0
\quad\Rightarrow\quad q=-\frac{g_\alpha\varepsilon}{k_\alpha}.
\]

Inserting this gives \(-g_\alpha^2\varepsilon^2/k_\alpha\) from the coupling term and \(+g_\alpha^2\varepsilon^2/(2k_\alpha)\) from the curvature term, so

\[
E_\alpha(\varepsilon)=E_\alpha(0)+\Sigma_\alpha\varepsilon
+\tfrac12\left(C_\alpha-\frac{g_\alpha^2}{k_\alpha}\right)\varepsilon^2 .
\]

The response of the atoms changes the quadratic term but leaves the slope alone. The barrier is

\[
E_b(\varepsilon)=E_b(0)+(\Sigma_s-\Sigma_m)\varepsilon+c\,\varepsilon^2,
\]
\[
c=\tfrac12\left[C_s-C_m-\frac{g_s^2}{k_s}+\frac{g_m^2}{k_m}\right].
\]

The first-order result does not depend on having one coordinate. With any number of internal coordinates \(u\), the chain rule gives

\[
\frac{dE}{d\varepsilon}=\frac{\partial E}{\partial\varepsilon}
+\sum_n\frac{\partial E}{\partial u_n}\frac{du_n}{d\varepsilon}
=\frac{\partial E}{\partial\varepsilon},
\]

because every \(\partial E/\partial u_n\) vanishes at a stationary point. A saddle qualifies as well as a minimum. The condition is that the stationary point continues smoothly as strain is applied, which holds when no internal curvature is zero, apart from rigid translations, which cost no energy. Relaxation still matters in one respect: \(\partial E/\partial\varepsilon\) must be evaluated at the relaxed, unstrained geometry.

## The stress of one adatom

Strain in the surface has directions. Let \(x\) run along the two surface atoms that support the adatom at the saddle, and let \(y\) run along the hop. For a symmetric in-plane strain \(\varepsilon_{ab}\), with \(a,b\in\{x,y\}\), define the adatom-induced stress moment

\[
\Sigma_{ab}=\frac{\partial}{\partial\varepsilon_{ab}}
\left(E_{\text{with adatom}}-E_{\text{clean}}\right)=A\,\tau_{ab},
\]

where \(A\) is the unstrained area of the periodic surface cell and \(\tau_{ab}\) is the added surface stress. Strain is measured from the bulk lattice, and the slab may relax along its normal. The clean-slab energy is common to both states and cancels in

\[
\Delta\Sigma_{ab}=\Sigma^s_{ab}-\Sigma^m_{ab}.
\]

The linear strain model is then

\[
E_b(\varepsilon)=E_b(0)+\sum_{ab}\Delta\Sigma_{ab}\,\varepsilon_{ab}.
\]

For equal biaxial strain, \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon\) and \(\varepsilon_{xy}=0\), so the slope is \(\Delta\Sigma_{xx}+\Delta\Sigma_{yy}=2A\,\Delta\tau\), where \(\Delta\tau\) is the average of the two diagonal stress differences. The factor 2 counts the two stretched directions.

To obtain numbers, I use a second-moment tight-binding potential for silver. Each atom has a pair repulsion and a bonding energy that grows as the square root of its summed squared hopping:

\[
E=\sum_i\left[\sum_{j\ne i}\phi(r_{ij})-\sqrt{\rho_i}\right],
\qquad \rho_i=\sum_{j\ne i}h(r_{ij}).
\]

Before a smooth cutoff, \(\phi=A_0e^{-p(r/r_0-1)}\) and \(h=\xi^2e^{-2q_0(r/r_0-1)}\). The parameters are \(A_0=0.1028\) eV, \(\xi=1.178\) eV, \(p=10.928\), \(q_0=3.139\) and \(r_0=2.889\) Å, and both functions are switched smoothly to zero between 6.5 and 7.5 Å.

Changing one pair distance changes \(\phi\) twice in the double sum and changes both \(\rho_i\) and \(\rho_j\). Since \(d(-\sqrt\rho)=-d\rho/(2\sqrt\rho)\), the energy change per unit change of that distance is

\[
V'_{ij}=2\phi'(r_{ij})-\frac12
\left(\frac1{\sqrt{\rho_i}}+\frac1{\sqrt{\rho_j}}\right)h'(r_{ij}).
\]

A uniform strain changes a pair vector by \(\delta r_a=\sum_b\varepsilon_{ab}r_b\). From \(r^2=\sum_a r_a^2+r_z^2\), at fixed \(r_z\), it follows that \(\delta r=\sum_{ab}r_a\varepsilon_{ab}r_b/r\). Hence

\[
\frac{\partial E}{\partial\varepsilon_{ab}}
=\sum_{\text{pairs}}V'_{ij}\,\frac{r_ar_b}{r_{ij}} .
\]

This needs just the unstrained atomic positions. A bond that pulls inward (\(V'>0\)) contributes tensile stress, and one that pushes outward contributes compressive stress.

## What the model of silver gives

The cell is a five-layer 4×4 slab with 80 atoms and one adatom. The minimum is the fcc hollow; the hop leads over a bridge-like saddle to the hcp hollow. The saddle was tested to have one unstable direction, and descent on its two sides was tested to reach these two hollows. The unstrained barrier is 62.5 meV.

The computed moments, in eV, are

\[
\Sigma^m=\begin{pmatrix}-0.414&0\\0&-0.414\end{pmatrix},\qquad
\Sigma^s=\begin{pmatrix}-1.058&0\\0&0.565\end{pmatrix}.
\]

The zeros follow from symmetry. The hollow has threefold symmetry. The anisotropic part of a symmetric in-plane tensor turns through twice the rotation angle, here 240 degrees, so it can be unchanged only if it is zero. The saddle has just the mirror \(x\to-x\), which removes \(\Sigma_{xy}\) but allows unequal diagonal entries.

The traces are \(-0.828\) eV for the hollow and \(-0.493\) eV for the saddle. Thus

\[
\operatorname{Tr}\Delta\Sigma=-0.493-(-0.828)=0.335\ \text{eV}.
\]

A biaxial strain of 1% shifts the barrier, to first order, by \(0.335\times0.01\) eV, or 3.35 meV: up in tension and down in compression. With \(A=115.64\) Å\(^2\), the mean surface-stress difference is \(0.335/(2\times115.64)\) eV/Å\(^2\), about 1.45 meV/Å\(^2\).

An independent calculation relaxed both states again in slightly strained cells and differentiated their barrier numerically. It gave a slope of 0.3349 eV, against 0.3350 eV from the unstrained stresses. A six-layer 5×5 slab gives 0.323 eV, about 3% below the smaller slab's value. For slabs of these sizes the slope is therefore about 0.33 eV, and four significant digits are not justified. Two cells do not establish the limit of a large, thick slab.

## Where the stress comes from

The linear law is an identity between a slope and a stress. It does not say why the saddle stress has its particular value. The pair sum allows a closer look, because it can be divided into bonds involving the adatom and bonds within the substrate. This division is bookkeeping within the potential, not a unique physical separation.

A two-shell sketch shows how adatom bonds can be tensile. Place the adatom at height \(z\) above a flat surface layer. Let \(n_1\) near atoms at lateral distance \(R_1\) push on it, and let \(n_2\) farther atoms at \(R_2>R_1\) pull. Write \(w=V'/r\), so that \(w_1<0<w_2\). Vertical force balance requires

\[
n_1w_1z+n_2w_2z=0
\quad\Rightarrow\quad n_2w_2=-n_1w_1\equiv W>0 .
\]

The trace of the adatom-bond moment is then

\[
n_1w_1R_1^2+n_2w_2R_2^2=W(R_2^2-R_1^2)>0 .
\]

The outer, pulling bonds lie flatter and so have more leverage on in-plane strain. At the saddle, with surface spacing \(d\), the near atoms are at \(x=\pm d/2\) and the next two are at \(y=\pm\sqrt3\,d/2\). Therefore

\[
\Sigma_{xx}^{\text{sketch}}=-\frac{W_sd^2}{4},\qquad
\Sigma_{yy}^{\text{sketch}}=+\frac{3W_sd^2}{4}.
\]

The adatom pushes its two supports apart along \(x\) and draws in the outer pair along \(y\). The full computed saddle moment has the same signs, but the sketch does not account for its size along \(x\): there the adatom's own bonds supply less than a tenth of the \(-1.058\) eV, and the substrate bonds supply the rest. In the relaxed slab the two supports are 3.030 Å apart, compared with a bulk spacing of 2.889 Å.

The sketch does not settle which state has the larger trace. At the saddle its trace is \(W_sd^2/2\). In the hollow, \(R_1^2=d^2/3\) and \(R_2^2=4d^2/3\), which gives \(W_md^2\). The saddle wins in this sketch only if \(W_s>2W_m\). The full calculation, which includes more distant atoms and relaxation, must decide.

It gives an adatom-bond trace of 0.807 eV in the hollow and 1.240 eV at the saddle, an increase of 0.433 eV. The substrate-bond parts are \(-1.635\) and \(-1.733\) eV, a change of \(-0.098\) eV. Together they give the difference of 0.335 eV. In this division, the barrier's positive slope comes from the adatom's own bonds, and the substrate offsets part of it.

The substrate's compressive contribution also has a simple source. An adatom increases \(\rho_i\) of a surface atom by \(\delta\rho_i>0\). At fixed substrate positions, a bond from that atom to another substrate atom changes, to first order, by

\[
\delta V'_{ij}=-\frac12h'\,\delta(\rho_i^{-1/2})
=\frac14h'\rho_i^{-3/2}\delta\rho_i<0,
\]

because \(h'<0\). An atom that has gained a neighbour pulls less strongly on its old ones. Relaxation modifies the size of this contribution, so the formula explains its initial sign rather than its final value. Nor does it explain why the substrate part is more compressive at the saddle than in the hollow: with the substrate atoms held fixed the order is the opposite, and relaxation reverses it.

## Stretching in one direction

The small biaxial slope hides two larger, opposing responses:

\[
\Delta\Sigma_{xx}=-0.644\ \text{eV},\qquad
\Delta\Sigma_{yy}=+0.979\ \text{eV}.
\]

Stretching along \(x\) alone, with \(y\) held fixed, lowers the barrier for this hop. Stretching along \(y\) raises it. The rule that tension raises the barrier therefore applies to equal biaxial strain, not to every tensile strain.

An fcc hollow has three exits, turned by 120 degrees from one another. Turning the hop turns its tensor, \(\Delta\Sigma'=R\,\Delta\Sigma\,R^T\). With \(\cos^2120^\circ=1/4\), \(\sin^2120^\circ=3/4\) and no \(xy\) entry,

\[
\Delta\Sigma'_{xx}=\tfrac14(-0.644)+\tfrac34(0.979)=0.573\ \text{eV}.
\]

The other turned exit has the same value because the squares are unchanged for \(-120^\circ\). A 1% stretch along \(x\) thus lowers one barrier by 6.4 meV and raises the other two by 5.7 meV, to first order. Direct relaxation in strained cells confirmed the \(x\), \(y\) and turned-hop slopes within the test tolerance of 0.002 eV.

## How far the line can be trusted

The relaxed barriers at biaxial strains of \(-2,-1,0,1,2\)% are 52.9, 58.5, 62.5, 65.1 and 65.9 meV. The barrier rises from each of these strains to the next, but by less each time: the curve bends downward. From the values at \(\pm1\)%, the quadratic coefficient is \(c=-7.4\) eV. The correction relative to the linear change has magnitude

\[
\left|\frac{c\,\varepsilon^2}{\operatorname{Tr}\Delta\Sigma\,\varepsilon}\right|
=\frac{7.4}{0.335}|\varepsilon|\approx22|\varepsilon| .
\]

It is about 22% at 1% strain, and it stays below 10% for strains smaller than about 0.45%. At \(+2\)% the line predicts 69.2 meV, so it gives a rise of 6.7 meV where the relaxed calculation gives 3.4 meV.

Setting the derivative of the quadratic expression to zero gives

\[
\varepsilon_*=-\frac{\operatorname{Tr}\Delta\Sigma}{2c}
=\frac{0.335}{2\times7.4}\approx0.023 .
\]

This quadratic estimate puts the maximum near 2.3% tension, which is somewhat too far out: at \(+2\)% the quadratic gives 66.3 meV, while the relaxed barrier is 65.9 meV. The calculated barriers themselves give a better estimate. They rise by 2.58 meV from 0 to 1% and by 0.81 meV from 1 to 2%. Taking these as the slopes per percent at 0.5% and 1.5%, and extending them in a straight line, gives zero slope at \(1.5+0.81/(2.58-0.81)\approx2.0\)%. In this potential the maximum therefore lies near 2% tension, and the linear rise must not be extended to larger strains. The curvature, and with it the position of the maximum, is a property of the potential and is not established here for real silver.

## From barrier to hop rate

In classical harmonic transition-state theory, the rate through one exit is

\[
k=\nu e^{-E_b/(k_BT)},
\]

where the prefactor \(\nu\) comes from the vibrations at the minimum and the saddle. At 100 K, \(k_BT=8.617\) meV. Compression by 1% lowers the relaxed barrier by \(62.53-58.46=4.07\) meV, so at fixed \(\nu\) the rate is multiplied by

\[
e^{4.07/8.617}\approx1.60 .
\]

Tension by 1% raises the barrier by 2.58 meV and multiplies the rate by \(e^{-2.58/8.617}\approx0.74\). Including the calculated change of \(\nu\) gives 1.59 and 0.75. At this temperature the barrier, not the prefactor, controls the strain dependence. As temperature rises, the same barrier shift has less effect on the rate, and the prefactor change becomes relatively more important.

These are rates for leaving an fcc hollow by hopping. Long-range diffusion also needs hops out of hcp hollows, and exchange with a surface atom would be a different process with its own saddle and stress. The potential does not treat electrons explicitly, including surface-state electrons, and nuclear quantum effects are left out. The barrier, the slope, the curvature and the rate factors belong to this description of silver, including its cutoff. With the same parameters but the cutoff moved inward to 4.3–4.9 Å and the bulk spacing found again, the signs of \(\Delta\Sigma_{xx}\), \(\Delta\Sigma_{yy}\) and the trace are kept, but the barrier becomes about 43 meV, the slope about 0.49 eV and \(c\) about \(-3.9\) eV. The link between slope and stress difference is more general: it needs a smooth energy surface and two stationary states that survive the strain.

## Calculated quantities

```
potential: A = 0.1028 eV, xi = 1.178 eV
potential: p = 10.928, q = 3.139, r0 = 2.889 A
cutoff switched from 6.5 to 7.5 A
bulk neighbour spacing = 2.8889 A
bulk cohesive energy = 2.960 eV per atom
slab: 80 atoms + 1 adatom, area = 115.64 A^2
fcc hollow: adatom bond = 2.713 A, support gap = 2.926 A
saddle: adatom bond = 2.650 A, support gap = 3.030 A
hcp minus fcc energy = 0.01 meV
unstrained barrier from fcc = 62.53 meV
moment fcc: xx = -0.4140, yy = -0.4140, trace = -0.8280 eV
moment saddle: xx = -1.0576, yy = 0.5646, trace = -0.4930 eV
moment saddle - fcc: xx = -0.6436, yy = 0.9786, trace = 0.3350 eV
trace parts fcc: adatom bonds = 0.8072, substrate bonds = -1.6351 eV
trace parts saddle: adatom bonds = 1.2400, substrate bonds = -1.7330 eV
mean stress difference = 1.448 meV/A^2
biaxial slope: moments 0.3350, relaxed 0.3349 eV
x slope: moments -0.6436, relaxed -0.6437 eV
y slope: moments 0.9786, relaxed 0.9786 eV
turned hop, x slope: moments 0.5730, relaxed 0.5730 eV
barrier change per 1% biaxial strain = 3.35 meV
quadratic coefficient = -7.41 eV
strain -2%: barrier = 52.91, linear = 55.83 meV
strain -1%: barrier = 58.46, linear = 59.18 meV
strain +0%: barrier = 62.53, linear = 62.53 meV
strain +1%: barrier = 65.11, linear = 65.88 meV
strain +2%: barrier = 65.92, linear = 69.23 meV
temperature = 100 K, kT = 8.617 meV
strain -1%: prefactor = 1.302 THz, rate ratio = 1.589, fixed prefactor = 1.603
strain +0%: prefactor = 1.313 THz, rate ratio = 1.000, fixed prefactor = 1.000
strain +1%: prefactor = 1.321 THz, rate ratio = 0.745, fixed prefactor = 0.741
5x5, 6 layers: barrier = 62.29 meV, slope = 0.3234 eV
```
